# Thermal healing length of a metal line on a dielectric

## Problem

A metal line of thickness \(t_m=50\) nm and thermal conductivity \(k_m=200\) W/(m K) lies on a dielectric of thickness \(t_d=100\) nm and conductivity \(k_d=0.3\) W/(m K). Below the dielectric is a plane held at the base temperature \(T_0=378\) K. The line is much wider than the dielectric is thick, and no heat leaves through its top. It carries a uniform current density \(J=10\) MA/cm². At each end a via holds the metal at \(T_0\).

1. Over what distance along the line does the cooling effect of a via die out?
2. How hot does the middle become in lines of length \(L=2\) µm and \(L=40\) µm?
3. What share of the heat leaves through the vias?
4. By what factor does the heating change the electromigration life at fixed \(J\), if the activation energy is \(E_a=0.9\) eV?

Let \(x\) run along the line from its middle, and let \(\theta(x)=T(x)-T_0\) be the temperature rise of the metal. The state is steady, the material properties are constant and the contacts are thermally ideal; the last sections relax some of these assumptions.

The Joule power per volume is \(p=\rho J^2\). The resistivity \(\rho\) follows from the Wiedemann–Franz law, taking the electrons to carry all the heat in the metal. With the Lorenz number \(\mathcal L=2.443\times10^{-8}\) W Ω/K²,

\[
\rho=\frac{\mathcal L T_0}{k_m}
=\frac{2.443\times10^{-8}\times378}{200}
=4.617\times10^{-8}\ \Omega\,\mathrm m .
\]

Since 10 MA/cm² is \(10^{11}\) A/m²,

\[
p=4.617\times10^{-8}\times(10^{11})^2=4.617\times10^{14}\ \mathrm{W/m^3}.
\]

## First estimate by scaling

Take a stretch of line of length \(\ell\) and unit width, with a typical rise \(\theta\). Heat can leave it in two ways.

- Along the metal, the temperature gradient is about \(\theta/\ell\) and the cross-section is \(t_m\). The heat flow is about \(k_mt_m\theta/\ell\).
- Down through the dielectric, the gradient is \(\theta/t_d\) and the area is \(\ell\). The heat flow is about \(k_d\theta\ell/t_d\).

The first falls with \(\ell\) and the second grows. They are equal when

\[
\frac{k_mt_m\theta}{\ell}\sim\frac{k_d\theta\ell}{t_d}
\quad\Longrightarrow\quad
\ell^2\sim\frac{k_mt_mt_d}{k_d}.
\]

The numbers give

\[
\ell^2\sim\frac{200\times(50\times10^{-9})\times(100\times10^{-9})}{0.3}\ \mathrm{m^2}
=3.33\times10^{-12}\ \mathrm{m^2},
\]

so \(\ell\) is about 1.8 µm. Scaling cannot tell whether a numerical factor such as 2 belongs in front.

The same reasoning estimates the temperatures. In a line much longer than \(\ell\), the heat made in the middle goes down. Per unit area, \(pt_m\sim k_d\theta/t_d\), so

\[
\theta_{\rm long}\sim\frac{pt_mt_d}{k_d}=7.7\ \mathrm K .
\]

In a line much shorter than \(\ell\), each via receives the heat of half the line, \(pt_mL/2\), over a distance \(L/2\). Then \(pt_mL/2\sim k_mt_m\theta/(L/2)\), and

\[
\theta_{\rm short}\sim\frac{pL^2}{4k_m}.
\]

For \(L=2\) µm this is about 2.3 K. The length 2 µm is comparable with \(\ell\), so neither limit can be trusted fully there.

## Exact solution of the line equation

**Energy balance.** Consider a slice of the line between \(x\) and \(x+dx\), of unit width. The heat flux along the metal in the direction of increasing \(x\) is \(q=-k_m\theta'\). In the dielectric the temperature falls linearly from \(\theta\) to zero, provided that \(\theta\) changes little along the line over a distance \(t_d\). The downward flux is then \(k_d\theta/t_d\). In the steady state, heat entering and heat generated equal heat leaving:

\[
q(x)t_m+pt_m\,dx=q(x+dx)t_m+\frac{k_d}{t_d}\theta\,dx .
\]

Use \(q(x+dx)-q(x)=q'\,dx=-k_m\theta''dx\) and divide by \(dx\):

\[
k_mt_m\theta''-\frac{k_d}{t_d}\theta+pt_m=0 .
\]

Division by \(k_mt_m\) gives

\[
\theta''-\frac{\theta}{\lambda^2}=-\frac p{k_m},
\qquad
\lambda=\sqrt{\frac{k_mt_mt_d}{k_d}} .
\]

**The healing length.** Without the source, the equation has solutions \(e^{\pm x/\lambda}\). A disturbance therefore dies out along the line by a factor \(e\) in each length

\[
\lambda=\sqrt{3.333\ \text{µm}^2}=1.826\ \text{µm}.
\]

This answers the first question. The conductivities enter as a ratio, and the two thicknesses supply the square of a length.

The assumption about the dielectric can now be examined: \(\lambda/t_d=18.26\), so the temperature does change slowly over a distance \(t_d\). A sharper examination keeps the full two-dimensional heat equation. Let \(z\) be the height above the base plane, and seek a source-free temperature proportional to \(e^{-x/\lambda_2}\). With \(s=1/\lambda_2\), the \(x\)-dependence contributes \(+s^2\) to Laplace's equation, so the \(z\)-dependence must contribute \(-s^2\). The base plane at zero requires \(\sin(sz)\) in the dielectric. The insulated top requires \(\cos[s(t_d+t_m-z)]\) in the metal. Temperature and vertical flux are continuous at the interface, and so is the ratio of flux to temperature:

\[
k_ds\cot(st_d)=k_ms\tan(st_m)
\quad\Longrightarrow\quad
k_d=k_m\tan(st_m)\tan(st_d).
\]

For small arguments the tangents equal their arguments, and \(s^2=k_d/(k_mt_mt_d)\) returns. The full condition gives \(\lambda_2=1.827\) µm, which differs from \(\lambda\) by less than 0.1 %.

**The temperature profile.** A constant particular solution has \(\theta''=0\), so

\[
\theta_\infty=\frac{p\lambda^2}{k_m}=\frac{pt_mt_d}{k_d}
=\frac{4.617\times10^{14}\times5\times10^{-15}}{0.3}\ \mathrm K
=7.695\ \mathrm K .
\]

The general solution is

\[
\theta=\theta_\infty+A\cosh\frac x\lambda+B\sinh\frac x\lambda .
\]

The two ends are alike, so \(\theta\) is even in \(x\) and \(B=0\). The condition \(\theta(L/2)=0\) gives \(A=-\theta_\infty/\cosh u\), where \(u=L/(2\lambda)\). Hence

\[
\theta(x)=\theta_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh u}\right],
\qquad
\theta_{\max}=\theta(0)=\theta_\infty\left(1-\frac1{\cosh u}\right).
\]

The maximum is at \(x=0\) because the hyperbolic cosine is smallest there. For the two lines:

- \(L=2\) µm: \(u=0.5477\), and \(\theta_{\max}=1.026\) K.
- \(L=40\) µm: \(u=10.95\), and \(\theta_{\max}=7.695\) K, the plateau value to the digits shown.

**The heat through the vias.** Differentiation gives \(\theta'(L/2)=-(\theta_\infty/\lambda)\tanh u\). The heat leaving through both ends, per unit width, is

\[
2k_mt_m\frac{\theta_\infty}{\lambda}\tanh u=2pt_m\lambda\tanh u,
\]

where \(k_m\theta_\infty=p\lambda^2\) has been used. The heat generated is \(pt_mL\). The via share is therefore

\[
\frac{2\lambda}{L}\tanh u=\frac{\tanh u}{u}.
\]

It is 91 % for the 2 µm line and 9.1 % for the 40 µm line. The short line is cooled mainly by its vias, the long one mainly through the dielectric.

**Electromigration life.** Black's equation gives a median life proportional to \(J^{-n}\exp(E_a/k_BT)\), where \(n\) is an empirical exponent. At equal \(J\) the first factor cancels. The life at \(T=T_0+\theta_{\max}\), relative to that at \(T_0\), is

\[
F=\exp\left[\frac{E_a}{k_B}\left(\frac1T-\frac1{T_0}\right)\right].
\]

This gives \(F=0.93\) for the short line and \(F=0.58\) for the long one. At the same current density and base temperature, the temperature factor favours the short line by 1.61. This estimate assigns the peak temperature to the whole failure process. A failure beside a cold via would feel less heating. Mechanical back stress, which also opposes electromigration in short lines, is not included. This omission can be decisive: for the short line \(JL=2000\) A/cm, of the order of the Blech threshold for copper, below which back stress halts the net drift of atoms and Black's equation no longer applies. The factor 1.61 is the thermal contribution alone, not the ratio of the real lives of the two lines.

## Comparison of estimate and solution

The scaling argument gave the healing length with the correct numerical factor, but it could not show that this factor is 1. The differential equation shows this and also gives the length a precise meaning. Near one end of a long line, at distance \(y\) from the via, the solution becomes \(\theta=\theta_\infty(1-e^{-y/\lambda})\). The rise reaches 63 % of the plateau at \(y=\lambda\) and 95 % at \(y=3\lambda\), about 5.5 µm from the via.

The long-line temperature estimate also agrees with the solution, because far from the vias the balance used in it is the full balance. The short-line estimate does not. For small \(u\),

\[
\frac1{\cosh u}=1-\frac{u^2}{2}+\frac{5u^4}{24}-\cdots,
\]

and therefore

\[
\theta_{\max}=\theta_\infty\frac{u^2}{2}\left(1-\frac{5u^2}{12}+\cdots\right)
=\frac{pL^2}{8k_m}\left(1-\frac{5u^2}{12}+\cdots\right).
\]

The last step uses \(\theta_\infty u^2=(p\lambda^2/k_m)\,L^2/(4\lambda^2)\). The leading term is half the scaling estimate. The reason is that the heat flow in the metal grows linearly from zero at the middle to its full value at the via, so the mean gradient is half the end gradient used in the estimate.

For the 2 µm line the leading term is 1.154 K, and the full solution is 1.026 K, or 11 % lower. The solution is lower because some of the heat leaks into the dielectric. The first correction, \(5u^2/12=0.125\), slightly overestimates this reduction.

The two scaling estimates cross where \(pL^2/(4k_m)=p\lambda^2/k_m\), that is, at \(L=2\lambda\), about 3.7 µm. There \(u=1\), and the solution gives \(\theta_{\max}=0.35\,\theta_\infty\), well below the common value of the estimates. At the crossover both paths carry substantial heat, and an estimate that keeps one path at a time is too high. The short-line estimate also contains the extra factor of 2 found above.

The limits also show what a low-k dielectric changes. At fixed \(p\) and thicknesses, a smaller \(k_d\) raises the long-line plateau as \(1/k_d\) and lengthens \(\lambda\) as \(1/\sqrt{k_d}\). In the short-line limit the leading rise \(pL^2/(8k_m)\) does not contain \(k_d\), because the heat leaves through the vias.

A two-dimensional heat calculation for the metal and dielectric together, with the metal ends held at \(T_0\) and the dielectric ends insulated, gives a decay length of 1.827 µm and peak rises of 1.025 K and 7.697 K. These agree with the line equation to about 0.1 % or better.

## When the line is not wide

Near the edges of a line, heat also spreads sideways. Let \(G\) be the heat lost per unit length of line and per kelvin. For a line of width \(w\), the energy balance becomes

\[
k_mt_mw\,\theta''-G\theta+pt_mw=0,
\]

and division by \(k_mt_mw\) gives

\[
\lambda_w=\sqrt{\frac{k_mt_mw}{G}},
\qquad
\theta_{\infty,w}=\frac{pt_mw}{G}.
\]

Purely vertical flow has \(G=k_dw/t_d\), which restores the previous results. For a line embedded in the dielectric, with a further 500 nm above it, an insulated top and 1500 nm of dielectric on either side, \(G\) was calculated from the heat equation in the cross-section.

- For \(w=2\) µm, \(G=6.9\) W/(m K), against 6.0 for vertical flow. The healing length is 1.70 µm and the plateau 6.7 K.
- For \(w=100\) nm, \(G=1.06\) W/(m K), against 0.30 for vertical flow. The healing length is 0.97 µm and the plateau 2.2 K.

Both plateaus are for the same \(p\) as before. A calculation of the decaying mode that also allows heat to flow along the dielectric gives 1.72 µm and 0.98 µm, within about 1 % of the balance formula. The value near 1.8 µm thus belongs to wide lines. For the narrow embedded line it is too long by nearly a factor of two.

## Other corrections

**Contact resistance.** A thermal resistance \(R\) at the faces of the dielectric is in series with \(t_d/k_d=3.33\times10^{-7}\) m² K/W. Replacing \(t_d/k_d\) by \(t_d/k_d+R\), with an assumed total \(R=2\times10^{-8}\) m² K/W, raises the downward resistance by 6 %. The healing length grows as its square root, to 1.88 µm.

**Warmer metal.** With \(k_m\) held constant, the Wiedemann–Franz law makes \(\rho\) proportional to \(T\). The source becomes \(p(1+\theta/T_0)\). Since \(p/k_m=\theta_\infty/\lambda^2\), the line equation changes to

\[
\theta''-\frac{1-\theta_\infty/T_0}{\lambda^2}\,\theta=-\frac p{k_m}.
\]

The plateau is divided by \(1-\theta_\infty/T_0\), and the healing length by its square root. They become 7.855 K and 1.845 µm, increases of 2 % and 1 %. These figures hold for constant \(k_m\). In a copper film, where about half the resistivity comes from surface and grain-boundary scattering that hardly depends on temperature, \(\rho\) rises only about half as fast as \(T\), and the plateau grows by about 1 %.

**Imperfect vias.** Let each via have a thermal conductance \(g\) per unit line width to the base plane. The end condition is then \(-k_mt_m\theta'=g\theta\) at \(x=L/2\). Insert \(\theta=\theta_\infty[1-C\cosh(x/\lambda)]\), divide by \(g\theta_\infty\), and define \(r=k_mt_m/(\lambda g)\):

\[
rC\sinh u=1-C\cosh u
\quad\Longrightarrow\quad
C=\frac1{\cosh u+r\sinh u}.
\]

The peak is \(\theta_\infty(1-C)\). A via bar 100 nm long, 100 nm high and as wide as the line, made of the same metal, has \(g=200\) W/(m K) and \(r=0.027\). The peak of the 2 µm line rises from 1.026 K to 1.116 K, or by 9 %. For small \(u\) and \(r\), \(1-C\approx u^2/2+ru\), so the relative increase is about \(2r/u=0.10\). The small \(r\) matters here because \(u\) is small too: the short half-line itself has little thermal resistance. This value of \(g\) counts only vertical conduction in the bar. Heat must also turn from the line into the bar, which is as long as it is high, so the peak in a real structure also depends on where the bar sits relative to \(x=L/2\). This placement matters as much as \(g\). The short-line peak grows nearly as \(L^2\), so moving each bar by its own length of 100 nm, a tenth of \(L/2\), shifts the peak by nearly 20 %. A bar under the last 100 nm of the line can leave the peak slightly below 1.026 K, and a bar beyond \(x=L/2\) raises it by more than 9 %. The 9 % is the effect of the via's vertical resistance alone, not a correction for a real structure.

## The model and real interconnects

The parameters are roughly those of a thin copper line on a low-k dielectric. The metal conductivity is about half that of bulk copper, as is plausible for a thin film with strong electron scattering. The current density is high for continuous operation; at a rough working value of 1 MA/cm², the wide-line plateau would be 100 times smaller, about 0.08 K, because \(p\propto J^2\). The finest interconnect lines are far narrower than 2 µm, so they break the wide-line assumption, and the 100 nm example shows that the effect can be large. In a real stack, further dielectric may also separate the line from a good heat sink. If this made the downward thermal resistance four times larger, with heat still flowing vertically, the healing length would double to about 3.7 µm and the plateau would rise fourfold. The numerical output below collects the main values.

## Table of computed values

```
Metal conductivity: 200 W/(m K)
Dielectric conductivity: 0.3 W/(m K)
Metal thickness: 50 nm
Dielectric thickness: 100 nm
Healing length squared: 3.333 um^2
Healing length, formula: 1.826 um
Healing length, exact two-layer mode: 1.827 um
Healing length, numerical line: 1.827 um
Healing length / dielectric thickness: 18.26
Base temperature: 378 K
Current density: 10 MA/cm^2
Lorenz number: 2.443e-08 W ohm/K^2
Resistivity: 4.617 uohm cm
Joule power density: 4.617e+14 W/m^3
Plateau rise: 7.695 K
Short line length: 2 um
Short line L/(2 healing): 0.5477
Short line peak rise, formula: 1.026 K
Short line peak rise, numerical: 1.025 K
Short line parabola estimate: 1.154 K
Short line via heat share: 91.07 %
Long line length: 40 um
Long line L/(2 healing): 10.95
Long line peak rise, formula: 7.695 K
Long line peak rise, numerical: 7.697 K
Long line via heat share: 9.129 %
Activation energy: 0.9 eV
Short line life / life at base temperature: 0.928
Long line life / life at base temperature: 0.5762
Short / long line life, temperature only: 1.61
Wide embedded line width: 2 um
Wide embedded line heat loss G: 6.89 W/(m K)
Wide line healing length, balance: 1.7 um
Wide line healing length, eigenmode: 1.72 um
Wide embedded line plateau rise: 6.7 K
Narrow embedded line width: 100 nm
Narrow embedded line heat loss G: 1.06 W/(m K)
Narrow line healing length, balance: 0.971 um
Narrow line healing length, eigenmode: 0.982 um
Narrow embedded line plateau rise: 2.18 K
Dielectric thermal resistance: 3.333e-07 m^2 K/W
Contact resistance, both faces: 2e-08 m^2 K/W
Healing length with contact resistance: 1.88 um
Plateau with resistive feedback: 7.855 K
Healing length with resistive feedback: 1.845 um
Via length along line: 100 nm
Via height: 100 nm
Via conductance per line width: 200 W/(m K)
Line-to-via conductance ratio r: 0.02739
Short line peak with finite via: 1.116 K
```
